# Image Energy of a Charged Defect Below an Oxide Surface

An ion of charge $q=\pm e$ sits at depth $d$ below the flat surface of an oxide. The oxide fills $z<0$, vacuum fills $z>0$, and the ion is at $z=-d$ on the axis $\rho=0$. Treat the oxide as a uniform, isotropic, linear continuum of relative permittivity $\varepsilon$, with no free carriers and no other interface until a part says otherwise. The surface carries no free charge. All energies are measured from that of the same ion deep inside the same semi-infinite oxide. Use $e^2/4\pi\varepsilon_0=14.40$ eV Å.

For numbers, take a relaxed, singly charged donor defect at $d=5$ Å in amorphous gallium oxide, with static permittivity $\varepsilon=10$ and high-frequency permittivity $3.6$. Both are rough typical values.

## Part (a): the potential

**Question.** Find the electrostatic potential in both regions, and show that it is the only solution vanishing at infinity.

**Answer.** Let $r$ be the distance from the ion and $r'$ the distance from its mirror point $z=+d$. Try

$$\phi_{\rm ox}=\frac{q}{4\pi\varepsilon_0\varepsilon}\left(\frac1r+\frac{b}{r'}\right),\qquad \phi_{\rm vac}=\frac{q}{4\pi\varepsilon_0}\,\frac{c}{r}.$$

The mirror point lies outside the oxide and the ion lies outside the vacuum. The trial functions therefore have the correct source, the ion alone, in each region. The surface conditions must fix $b$ and $c$.

On $z=0$ both distances equal $s=\sqrt{\rho^2+d^2}$. Continuity of the potential gives

$$\frac{1+b}{\varepsilon}=c .$$

The normal component of $\mathbf D$ is continuous, so $\varepsilon\,\partial_z\phi_{\rm ox}=\partial_z\phi_{\rm vac}$. At the surface $\partial_z(1/r)=-d/s^3$ and $\partial_z(1/r')=+d/s^3$. The factor $\varepsilon$ cancels the $1/\varepsilon$ in $\phi_{\rm ox}$, leaving

$$-1+b=-c .$$

Eliminating $c$ gives $1+b=\varepsilon(1-b)$, hence

$$b=\beta\equiv\frac{\varepsilon-1}{\varepsilon+1},\qquad c=1-\beta=\frac{2}{\varepsilon+1}.$$

For uniqueness, let $\psi$ be the difference of two solutions. It has no source, so $\nabla\cdot(\varepsilon\nabla\psi)=0$ everywhere. Consider spheres centred on a point of the surface. No net flux of $\varepsilon\nabla\psi$ leaves them, and $\varepsilon$ is constant along each radius. The average of $\psi$ over such a sphere, weighted by $\varepsilon$, is therefore the same for every radius. It equals $\psi$ at the centre for a small sphere and tends to zero for a large one, so $\psi=0$ everywhere on the surface. Within each region $\psi$ obeys Laplace's equation and can have no interior maximum or minimum. Since it vanishes on the surface and at infinity, it is zero throughout.

If the outer medium has permittivity $\varepsilon_{\rm o}$ instead of 1, the same two conditions read $(1+b)/\varepsilon=c$ and $1-b=\varepsilon_{\rm o}c$. They give $b=(\varepsilon-\varepsilon_{\rm o})/(\varepsilon+\varepsilon_{\rm o})$, which is used below.

## Part (b): the charge that acts on the ion

**Question.** Find the bound charge on the surface, its total, and the potential it produces at the ion. Explain its sign physically.

**Answer.** With no free surface charge, the jump in the normal electric field is due to bound charge:

$$\sigma=\varepsilon_0\left(E_z^{\rm vac}-E_z^{\rm ox}\right)=\varepsilon_0E_z^{\rm vac}\left(1-\frac1\varepsilon\right).$$

The second form follows from $E_z^{\rm ox}=E_z^{\rm vac}/\varepsilon$. From part (a),

$$E_z^{\rm vac}=\frac{q}{4\pi\varepsilon_0}\,\frac{2}{\varepsilon+1}\,\frac{d}{s^3},\qquad\text{so}\qquad \sigma=\frac{q\beta}{2\pi\varepsilon}\,\frac{d}{s^3}.$$

Since $\rho\,d\rho=s\,ds$, the total is

$$Q_s=\int_0^\infty\sigma\,2\pi\rho\,d\rho=\frac{q\beta d}{\varepsilon}\int_d^\infty\frac{ds}{s^2}=\frac{\beta q}{\varepsilon}.$$

For $\varepsilon=10$, $\beta=9/11=0.818$ and $Q_s=0.082\,q$.

This charge has the sign of the ion. A positive ion displaces the charges of the oxide slightly, so that each small region acquires a dipole whose positive end points away from the ion. Inside the material each positive end is compensated by the next dipole's negative end. At the surface there is no next dipole, and positive charge is left over. It repels the positive ion inward. For a negative ion both signs reverse, and the force is again inward.

The potential of $\sigma$ at the ion follows from Coulomb's law in vacuum, since the bound charges are now counted explicitly:

$$\phi_r=\frac{1}{4\pi\varepsilon_0}\int_0^\infty\frac{\sigma}{s}\,2\pi\rho\,d\rho=\frac{q\beta d}{4\pi\varepsilon_0\varepsilon}\int_d^\infty\frac{ds}{s^3}=\frac{\beta q}{8\pi\varepsilon_0\varepsilon d}.$$

This equals the image term of part (a) at $r'=2d$. Its magnitude here is 0.118 V.

## Part (c): the energy

**Question.** Find the energy $W(d)$ of the ion relative to the bulk. Confirm the numerical prefactor by a mechanical argument, and evaluate $W$ for the example. How does $W$ depend on $\varepsilon$ at fixed depth?

**Answer.** Build up the charge as $\lambda q$ with $\lambda$ running from 0 to 1. The medium is linear, so the reaction potential at each stage is $\lambda\phi_r$. The potential that the ion would have in unbounded oxide does not depend on depth and cancels against the reference. The remaining work is

$$W=\int_0^1\lambda\phi_r\,q\,d\lambda=\frac{q\phi_r}{2}=\frac{\beta q^2}{16\pi\varepsilon_0\varepsilon d}.$$

The half appears because the surface charge is induced by the ion and grows with it.

For the mechanical check, the inward force comes from the normal component of the surface charge's field:

$$F=\frac{q}{4\pi\varepsilon_0}\int_0^\infty\sigma\,\frac{d}{s^3}\,2\pi\rho\,d\rho=\frac{q^2\beta d^2}{4\pi\varepsilon_0\varepsilon}\int_d^\infty\frac{ds}{s^5}=\frac{\beta q^2}{16\pi\varepsilon_0\varepsilon d^2}.$$

Bringing the ion slowly from great depth to $d$ requires the work $\int_d^\infty F(x)\,dx=\beta q^2/(16\pi\varepsilon_0\varepsilon d)$, which is $W$ again. In the example $F/e=W/(ed)$ is 1.18 MV/cm.

The number is

$$W=\frac{14.40\times0.818}{4\times10\times5}\ \text{eV}=0.059\ \text{eV}=59\ \text{meV}.$$

A numerical solution of Poisson's equation that makes no use of images, and an integral of the field energy over all space, both give 0.0589 eV as well.

At fixed $d$, $W$ is proportional to $(\varepsilon-1)/[\varepsilon(\varepsilon+1)]$. It vanishes at $\varepsilon=1$, where there is no interface, and falls as $1/\varepsilon$ at large $\varepsilon$, where the oxide screens the ion well. Setting the derivative to zero gives

$$\varepsilon(\varepsilon+1)-(\varepsilon-1)(2\varepsilon+1)=0\;\Rightarrow\;\varepsilon^2-2\varepsilon-1=0\;\Rightarrow\;\varepsilon=1+\sqrt2\approx2.4 .$$

Above this value a larger permittivity means a smaller rise. The divergence as $d\to0$ belongs to the point charge and sharp surface, and has no meaning at depths below atomic spacings.

## Part (d): temperature and time scale

**Question.** At what depth does $W$ equal the thermal energy at 300 K? By what factor does $W$ alone change the equilibrium concentration of the defect at 5 Å during an anneal at 573 K? What changes if the charge appears too quickly for the ions of the oxide to move?

**Answer.** At 300 K, $k_BT=0.0259$ eV. Solving $W(d)=k_BT$ gives

$$d=\frac{\beta}{4\varepsilon k_BT}\,\frac{e^2}{4\pi\varepsilon_0}=11.4\ \text{Å}.$$

The repulsion therefore matters thermally within roughly a nanometre of the surface.

For dilute defects in equilibrium, the concentration is proportional to the Boltzmann factor of the formation energy. At 573 K, $k_BT=0.0494$ eV, and the ratio to the bulk is

$$e^{-W/k_BT}=e^{-0.0589/0.0494}=0.30 .$$

This holds if the defects can move or form and vanish during the anneal. The density of sites, the bonding energy, the electrostatic potential from other charges and the electron chemical potential relative to the band edges must also be the same at both depths. The permittivity is held at 10. At a real surface bonding changes can easily outweigh 0.06 eV, so the factor isolates one contribution and does not predict a profile.

If a neutral defect becomes charged while the surrounding ions stand still, only the electrons of the oxide respond. The permittivity is then 3.6, $\beta=2.6/4.6=0.565$, and

$$W_\infty=\frac{14.40\times0.565}{4\times3.6\times5}\ \text{eV}=0.113\ \text{eV}.$$

This is nearly twice the relaxed value. It applies to the fast charging of a neutral defect, whereas 0.059 eV applies to the relaxed, charged defect. Fast neutralization of a relaxed ion is a different case, because the ionic polarization is left behind. Relative to the bulk, the polarization left behind gives the neutral final state an energy $W_\infty-W$, while the charged initial state had $W$. The transition energy, final minus initial, therefore differs from its bulk value by $W_\infty-2W=-0.005$ eV.

## Part (e): a film of finite thickness

**Question.** The oxide is now a film of thickness $L=20$ nm on thick silica, of permittivity 3.9. Derive the new energy as an integral over in-plane wavenumber $k$, and find a closed form for the change when $d\ll L$.

**Answer.** Write the potential as

$$\phi=\frac{q}{\varepsilon_0}\int\frac{d^2k}{(2\pi)^2}\,e^{i\mathbf k\cdot\boldsymbol\rho}\,g(k,z),\qquad -(\varepsilon g')'+\varepsilon k^2g=\delta(z+d).$$

In unbounded oxide $g=A\,e^{-k|z+d|}$. Integrating across the source gives a slope jump $2kA\varepsilon=1$, so $A=1/(2\varepsilon k)$. Let $\Delta g$ be the additional part at the ion due to the interfaces. With $d^2k=2\pi k\,dk$ and $W=q\phi_r/2$,

$$W=\frac{q^2}{4\pi\varepsilon_0}\int_0^\infty k\,\Delta g\,dk .$$

At the upper surface, a component decaying upward with amplitude $a$ produces a reflected component of amplitude $b$ and a vacuum component of amplitude $c$. Matching gives $a+b=c$ and $\varepsilon(a-b)=c$, so $b=\beta a$. At the substrate the same argument gives the factor $\beta_2=(10-3.9)/(10+3.9)=0.439$.

Let $U$ be the reflected amplitude at $z=0$ and $V$ that at $z=-L$. Each interface receives the direct component from the ion and the component returned by the other interface:

$$U=\beta\left(Ae^{-kd}+Ve^{-kL}\right),\qquad V=\beta_2\left(Ae^{-k(L-d)}+Ue^{-kL}\right).$$

Substituting each into the other, with $N=1-\beta\beta_2e^{-2kL}$,

$$NU=\beta A\left(e^{-kd}+\beta_2e^{-k(2L-d)}\right),\quad NV=\beta_2A\left(e^{-k(L-d)}+\beta e^{-k(L+d)}\right).$$

At the ion $\Delta g=Ue^{-kd}+Ve^{-k(L-d)}$, and therefore

$$k\,\Delta g=\frac{\beta e^{-2kd}+\beta_2e^{-2k(L-d)}+2\beta\beta_2e^{-2kL}}{2\varepsilon\left(1-\beta\beta_2e^{-2kL}\right)}.$$

For $L\to\infty$ the first term alone survives, and its integral $\beta/(4\varepsilon d)$ recovers part (c). For the example, integrating the full expression gives $W=0.062$ eV, a rise of 3.2 meV.

To find the change in closed form, subtract $\beta e^{-2kd}/2\varepsilon$. The numerator of the difference is

$$\beta_2e^{-2k(L-d)}+2\beta\beta_2e^{-2kL}+\beta^2\beta_2e^{-2k(L+d)}\approx\beta_2(1+\beta)^2e^{-2kL},$$

because the important wavenumbers are of order $1/L$, where $kd\ll1$. With $t=e^{-2kL}$ and $dk=-dt/(2Lt)$,

$$\Delta W\approx\frac{q^2}{4\pi\varepsilon_0}\frac{\beta_2(1+\beta)^2}{4\varepsilon L}\int_0^1\frac{dt}{1-\beta\beta_2t}
=-\frac{q^2}{4\pi\varepsilon_0}\frac{(1+\beta)^2}{4\varepsilon L\beta}\ln(1-\beta\beta_2).$$

Inserting the values gives 3.2 meV, in agreement with the full integral. The change is positive because silica, like vacuum, is less polarizable than the film.

## Part (f): mobile carriers

**Question.** Return to the semi-infinite oxide and add $n=10^{17}$ cm$^{-3}$ mobile electrons at 300 K, with a uniform compensating background. Using linear screening, find the energy relative to the equally doped bulk, and explain the sign of the change.

**Answer.** For nondegenerate carriers, treated as a classical gas of uniform density up to the surface, linear response turns the equation in the oxide into $\nabla^2\phi=\kappa^2\phi$ away from the ion, with $\kappa^2=ne^2/(\varepsilon\varepsilon_0k_BT)$. The Debye length is $1/\kappa=12.0$ nm. With an assumed effective mass of $0.3$ electron masses, $n$ is 0.024 of the band's effective density of states, so Boltzmann statistics are justified. The assumption of uniform density is examined below.

In the oxide the components now vary as $e^{\pm sz}$, where from here on $s=\sqrt{k^2+\kappa^2}$. In the vacuum they still decay as $e^{-kz}$. The source amplitude is $1/(2\varepsilon s)$. Matching gives $a+b=c$ and $\varepsilon s(a-b)=kc$, so

$$R\equiv\frac ba=\frac{\varepsilon s-k}{\varepsilon s+k},\qquad \Delta g=\frac{R\,e^{-2sd}}{2\varepsilon s}.$$

Since $k\,dk=s\,ds$,

$$W_\kappa=\frac{q^2}{4\pi\varepsilon_0}\,\frac1{2\varepsilon}\int_\kappa^\infty R\,e^{-2sd}\,ds .$$

The result is 0.055 eV, which is 4.3 meV below the value without carriers.

Two effects compete. If $R$ were replaced by $\beta$, the integral would give $We^{-2\kappa d}$, or $58.9\,e^{-0.084}=54.2$ meV. This reduction comes from the missing range $s<\kappa$: carriers screen the long-wavelength part of the response. But $k<s$ makes $R>\beta$, which raises the energy slightly, to 54.6 meV.

The estimate is only a rough indication of size. A sphere with a radius of one Debye length contains on average only 0.7 electrons, so the smooth screening cloud assumed here is itself doubtful. The bare potential $14.40/(10r)$ V exceeds $k_BT/e$ within about 56 Å of the ion, where linear screening is not justified. The uniform density fails near the surface as well. The thermal wavelength of the electrons is $\lambda=7.9$ nm, and at a hard wall their density is reduced by the factor $1-e^{-4\pi z^2/\lambda^2}$, which is only 0.05 at the depth of the ion. Putting this density into the same screening equation gives 57 meV, so the reduction shrinks from 4.3 to about 1.6 meV. The missing electrons also leave part of the positive background uncovered near the surface. In the same mean-field model this produces a potential of about +4 mV at the ion, which raises the energy of a positive ion by about 4 meV and lowers that of a negative ion by the same amount. The sign of the total change due to carriers therefore depends on the sign of the ion. The surface also repels the electrons themselves, by the same image effect as in part (c). Including this repulsion, itself screened by the carriers as in $W_\kappa$, in a self-consistent mean-field density raises the potential at the ion to about +6 mV. With the unscreened repulsion of part (c) it would be about +9 mV. Either value leaves that conclusion unchanged. Further depletion by charge trapped at the surface is ignored.

## Part (g): the real surface

**Question.** Assess the result for a real gallium oxide film. Consider the depth, the sharpness of the surface, the local field and a covering layer.

**Answer.** The permittivities are in the range expected for this oxide, but a depth of 5 Å is only a few bond lengths, and an amorphous surface is not flat on that scale. Moving the ion to 4 or 6 Å changes $W$ to 0.074 or 0.049 eV. Replacing the sharp step by a linear fall of permittivity over 2 Å, centred on the same plane, gives 0.0585 eV, hardly different. The shape of the grading matters, however: if $1/\varepsilon$ rather than $\varepsilon$ varies linearly over the same 2 Å, the result is 0.067 eV. Within the continuum model, then, the position of the surface and the permittivity profile can each change $W$ by an amount of order 10 meV. None of these calculations includes the atomic structure.

The field along the surface is proportional to $\rho/(\rho^2+d^2)^{3/2}$, which is largest at $\rho=d/\sqrt2$. It reaches 4.0 MV/cm there, while the normal field just inside the oxide above the ion is 1.05 MV/cm. Breakdown fields of good oxide films are roughly several MV/cm. Closer to the ion the field is larger still: on the axis, 3 Å above the ion, the continuum value is about 14 MV/cm. A field confined to a few ångströms does not imply breakdown, but it does mean that linear response is an assumption here. The charge state of the defect is also taken as fixed: gain or loss of an electron, for instance by tunnelling, is outside this estimate.

A covering layer removes the bare surface assumed so far. Under a thick silica layer, part (a) gives $b=0.439$ in place of 0.818, and at the same depth

$$W=\frac{14.40\times0.439}{200}\ \text{eV}=0.032\ \text{eV}.$$

A metal directly on the oxide corresponds to $\varepsilon_{\rm o}\to\infty$ and $b=-1$. The energy is then $-14.40/200=-0.072$ eV, and the ion is attracted to the interface. The statement that polarization raises the defect's energy thus depends on the outer medium being less polarizable than the oxide. For a relaxed, singly charged ion 5 Å below a vacuum surface, with $\varepsilon=10$, the continuum estimate is about 0.06 eV.

## Table of computed values

```
Static relative permittivity: 10.0
Depth of charge: 5.0 angstrom
e^2/(4 pi eps0): 14.3996 eV angstrom
Dielectric contrast beta: 0.8182
Energy rise W, formula: 0.0589 eV = 58.9 meV
Energy rise, Poisson solution: 0.0589 eV
Energy rise, field-energy integral: 0.0589 eV
Reaction potential at charge: 0.1178 V
Total bound surface charge: +0.0818 e
Inward force per charge: 1.178 MV/cm
Thermal energy at 300 K: 0.0259 eV
Depth where W = kT at 300 K: 11.39 angstrom
Thermal energy at 573 K: 0.0494 eV
exp(-W/kT) at 573 K: 0.303
Neglected effects:
High-frequency permittivity: 3.6
W with unrelaxed ions: 0.1130 eV
W at depth 4 angstrom: 0.0736 eV
W at depth 6 angstrom: 0.0491 eV
Graded surface width: 2.0 angstrom
W with graded surface: 0.0585 eV
Film thickness: 20 nm
Substrate permittivity: 3.9
Substrate contrast beta2: 0.4388
W in film on substrate: 0.0622 eV
Change due to finite film: +3.24 meV
Carrier density: 1.0e+17 cm^-3
Effective mass ratio: 0.3
Carrier density / band density of states: 0.0243
Debye length: 11.95 nm
W with carriers: 0.0546 eV
Change due to carriers: -4.28 meV
Largest tangential surface field: 4.03 MV/cm
Normal field in oxide above charge: 1.05 MV/cm
```
